# Separating Surface and Bulk Recombination from High-Injection Lifetimes of Silicon

## Problem

An n-type silicon wafer has an equally passivated oxide surface on each side. Uniform light generates \(G\) electron-hole pairs per volume and time. In steady state the average excess density is \(\Delta n\), and the effective lifetime is \(\tau_{\rm eff}=\Delta n/G\). The following lifetimes are synthetic: they were calculated for a wafer whose surface and bulk parameters are to be recovered.

| \(\Delta n\) (\(10^{15}\) cm⁻³) | \(\tau_{\rm eff}\) (µs) |
|---|---|
| 5 | 1123.84 |
| 7 | 947.60 |
| 9 | 810.73 |
| 11 | 702.11 |
| 13 | 614.35 |
| 15 | 542.33 |

The temperature is 300 K, the thickness \(W=0.02\) cm, the donor density \(N=5\times10^{14}\) cm⁻³ and the intrinsic density \(n_i=10^{10}\) cm⁻³. The Auger coefficients are \(C_n=1.1\times10^{-30}\) and \(C_p=5\times10^{-31}\) cm⁶/s, and the ambipolar diffusivity is \(D=15\) cm²/s. The bulk Shockley-Read-Hall (SRH) lifetime \(\tau_b\) is constant over the table. Radiative recombination is absent from the data.

(a) Derive a straight-line relation for the Auger-corrected inverse lifetime.

(b) Find the surface saturation current density \(J_{0s}\), per side, and \(\tau_b\).

(c) Find the errors caused by 1% independent random scatter in each lifetime.

(d) Judge what the answers would be worth for a real wafer.

## Hints

1. Integrate the carrier balance across the wafer, counting two surfaces.
2. The surface current is \(J_{0s}(pn/n_i^2-1)\). Expand \(pn-n_i^2\) without dropping the doping.
3. Subtract the Auger rate from \(1/\tau_{\rm eff}\) before fitting.
4. Ask at which value of \(\Delta n\) the surface term in the line vanishes.
5. For the errors, write the slope as a weighted sum of the data.

## Solution

### (a) The straight line

Take \(\Delta n\) to be nearly uniform. Carriers generated in a column of unit area are lost in the bulk or at the two surfaces, so

\[
GW=W\frac{\Delta n}{\tau_b}+W\frac{\Delta n}{\tau_A}+2U_s ,
\]

where \(U_s\) is the recombination rate per area of one surface and \(\tau_A\) is the Auger lifetime. Division by \(W\Delta n\) gives

\[
\frac1{\tau_{\rm eff}}=\frac1{\tau_b}+\frac1{\tau_A}+\frac{2U_s}{W\Delta n}.
\]

The form of \(U_s\) follows from surface SRH recombination. With electron and hole densities \(n_s,p_s\) at the surface,

\[
U_s=\frac{n_sp_s-n_i^2}{(n_s+n_1)/S_p+(p_s+p_1)/S_n},
\]

where \(S_n,S_p\) are capture velocities and \(n_1,p_1\) are fixed by the trap energy. Assume that positive oxide charge accumulates electrons strongly, that the traps lie away from the band edges, and that \(S_n\) is not far smaller than \(S_p\). The term \(n_s/S_p\) then dominates the denominator. If the quasi-Fermi levels are flat through the thin space-charge layer, Boltzmann statistics give \(n_sp_s=np\), with \(n,p\) taken just inside the neutral bulk. Hence

\[
U_s=\frac{S_p}{n_s}(pn-n_i^2)=\frac{J_{0s}}{q}\left(\frac{pn}{n_i^2}-1\right),\qquad J_{0s}=\frac{qS_pn_i^2}{n_s}.
\]

\(J_{0s}\) is constant as long as the oxide charge holds \(n_s\) fixed.

The dark densities are \(N\) and \(p_0=n_i^2/N\). Neutrality adds the same \(\Delta n\) to both:

\[
pn-n_i^2=(N+\Delta n)(p_0+\Delta n)-Np_0=\Delta n(N+p_0+\Delta n).
\]

Here \(p_0\) is negligible. The surface term becomes

\[
\frac{2U_s}{W\Delta n}=K(N+\Delta n),\qquad K=\frac{2J_{0s}}{qn_i^2W}.
\]

The Auger rate is \((C_nn+C_pp)(pn-n_i^2)\), since the energy released by a pair goes to a third carrier, an electron or a hole. Dividing by \(\Delta n\),

\[
\frac1{\tau_A}=[C_n(N+\Delta n)+C_p\Delta n](N+\Delta n).
\]

With \(Y=1/\tau_{\rm eff}-1/\tau_A\), the required relation is

\[
Y=\frac1{\tau_b}+K(N+\Delta n)=a+K\Delta n,\qquad a=\frac1{\tau_b}+KN .
\]

The slope gives \(J_{0s}=qn_i^2WK/2\). The bulk rate is \(1/\tau_b=a-KN\), which is the line extrapolated to \(\Delta n=-N\), not to zero.

High injection matters. For \(\Delta n\ll N\), the surface term tends to the constant \(KN\), and a single wafer no longer reveals how the total is divided between surface and bulk.

### (b) The numbers

For the first row, \(N+\Delta n=5.5\times10^{15}\) cm⁻³, and the Auger rate is

\[
(6.05\times10^{-15}+2.50\times10^{-15})(5.5\times10^{15})=47.02\ {\rm s^{-1}}.
\]

The inverse lifetime is 889.81 s⁻¹, so \(Y=842.78\) s⁻¹ when unrounded values are subtracted. All rows follow in the same way, with rates in s⁻¹:

| \(\Delta n/10^{15}\) | \(1/\tau_{\rm eff}\) | \(1/\tau_A\) | \(Y\) |
|---|---|---|---|
| 5 | 889.81 | 47.02 | 842.78 |
| 7 | 1055.30 | 88.12 | 967.17 |
| 9 | 1233.45 | 142.02 | 1091.43 |
| 11 | 1424.27 | 208.72 | 1215.54 |
| 13 | 1627.75 | 288.22 | 1339.52 |
| 15 | 1843.89 | 380.52 | 1463.37 |

Let \(z_i\) be the density measured from its mean, \(\bar x=10^{16}\) cm⁻³. In units of \(10^{15}\) cm⁻³, \(z_i=-5,-3,-1,1,3,5\) and \(\sum z_i^2=70\). The least-squares slope is

\[
K=\frac{\sum z_iY_i}{\sum z_i^2}=\frac{4344.1}{70}\times10^{-15}=6.206\times10^{-14}\ {\rm cm^3/s}.
\]

The mean of \(Y\) is 1153.30 s⁻¹, hence

\[
a=1153.30-620.58=532.72\ {\rm s^{-1}}.
\]

The surface result is

\[
J_{0s}=\frac{(1.602\times10^{-19})(10^{20})(0.02)}2(6.206\times10^{-14})
=9.94\times10^{-15}\ {\rm A/cm^2},
\]

or 9.94 fA/cm² per side. For the bulk, \(KN=31.03\) s⁻¹ and

\[
\frac1{\tau_b}=532.72-31.03=501.69\ {\rm s^{-1}},\qquad \tau_b=1.993\ {\rm ms}.
\]

Using \(1/a\) instead would give 1.877 ms.

The values used to make the data were 10 fA/cm² and 2 ms. The data came from a numerical boundary-value solution of the diffusion equation by collocation, with \(J_{0s}\) acting at the surfaces. The small differences arise because the density is not quite uniform.

To see this, define \(S_{\rm eff}=U_s/\Delta n=J_{0s}(N+\Delta n)/(qn_i^2)\). With nearly uniform net generation, the profile is \(\Delta n(x)=\Delta n_c-bx^2\), with \(x\) measured from the centre. The flux at \(x=W/2\) is \(DbW=S_{\rm eff}\Delta n\). The mean of \(x^2\) is \(W^2/12\), so the surface density lies below the average by

\[
b\left(\frac{W^2}{4}-\frac{W^2}{12}\right)=\frac{bW^2}{6}=\Delta n\,\frac{S_{\rm eff}W}{6D}.
\]

At \(10^{16}\) cm⁻³, the input \(J_{0s}\) gives \(S_{\rm eff}=6.55\) cm/s and a fractional drop of 0.146%. For \(\Delta n\gg N\), this fraction is proportional to density; call it \(\beta\Delta n\). The surface rate depends on the square of the surface density, so the surface term is approximately \(K\Delta n(1-2\beta\Delta n)\). Its derivative is \(K(1-4\beta\Delta n)\), lower than \(K\) by about 0.6% at the centre of the window. This accounts for the deficit in \(J_{0s}\). Solving again with \(D\) a hundred times larger and all else fixed gives 9.9994 fA/cm² and 1.9999 ms.

### (c) Random scatter

A relative error of 1% in \(\tau_{\rm eff}\) gives \(\sigma_i=0.01/\tau_{{\rm eff},i}\) in \(Y_i\), with the Auger correction held fixed. The slope is a linear combination of the \(Y_i\), so independent errors add in squares:

\[
\sigma_K=\frac{\sqrt{\sum z_i^2\sigma_i^2}}{\sum z_i^2}.
\]

Dividing by \(K\) gives a 2.7% standard error in \(J_{0s}\). The bulk rate is \(\bar Y-K(\bar x+N)\), which is also linear in the data:

\[
\frac1{\tau_b}=\sum_i w_iY_i,\qquad
w_i=\frac16-\frac{(\bar x+N)z_i}{\sum_j z_j^2}.
\]

Thus \(\sigma(1/\tau_b)=\sqrt{\sum w_i^2\sigma_i^2}\). Multiplication by \(\tau_b\) gives a 3.2% standard error in the lifetime.

### (d) What a real wafer changes

The parameters are round values, roughly typical of a lightly doped, well-passivated silicon wafer. The constant Auger coefficients are a simplification. To size the other omissions, one term at a time is changed in the uniform-density model with \(J_{0s}=10\) fA/cm² and \(\tau_b=2\) ms. The six values of \(Y\) are then recalculated and fitted as before. The percentages below are relative to those inputs.

**Radiative recombination.** Its rate \(B(pn-n_i^2)/\Delta n=B(N+\Delta n)\) has the same form as the surface term. For constant \(B\) it adds \(B\) to \(K\) and leaves the extracted \(\tau_b\) unchanged. In real silicon \(B\) falls somewhat with injection, so this holds only approximately. For \(B=4.7\times10^{-15}\) cm³/s, a rough value without reabsorption, the false contribution is \(qn_i^2WB/2=0.75\) fA/cm², or 7.5%. It should be subtracted along with the Auger rate.

**SRH lifetime.** For a midgap level with electron and hole capture times \(\tau_{n0},\tau_{p0}\), the bulk SRH rate is \((pn-n_i^2)/[\tau_{p0}(n+n_i)+\tau_{n0}(p+n_i)]\). Neglecting \(n_i\) and \(p_0\) beside \(\Delta n\),

\[
\tau_{\rm SRH}=\tau_{p0}+\tau_{n0}\frac{\Delta n}{N+\Delta n}.
\]

This approaches the constant \(\tau_{p0}+\tau_{n0}\) when \(\Delta n\gg N\). If both times are 1 ms, the SRH rate at \(10^{16}\) cm⁻³ is still 2.4% above its limit. The excess falls with density, which lowers the fitted slope and raises the intercept. \(J_{0s}\) changes by −2.4% and \(\tau_b\) by −5.6%.

**Gap narrowing.** In the classical Debye-Hückel estimate, a carrier's screening cloud produces a potential of magnitude \(q\kappa/(4\pi\varepsilon)\) at the carrier, where \(\kappa^2=q^2(n+p)/(\varepsilon kT)\) and \(\varepsilon\) is the permittivity, here 11.7 times that of vacuum. Building up the charge from zero gives half the product of charge and potential, so the energy of an electron and a hole together is lowered by

\[
\Delta E_g=\frac{q^2\kappa}{4\pi\varepsilon}.
\]

At \(10^{16}\) cm⁻³ this exceeds the dark-wafer value by 3.6 meV. A sphere of radius \(1/\kappa\) then holds only about two carriers, so the classical screening picture gives the size of the effect, not an accurate value. For a given \(pn\), the quasi-Fermi splitting is then smaller by this amount. If the surface current follows that splitting, it is multiplied by \(\exp(-3.64/25.85)=0.87\). The reduction grows with density, so the fit shifts \(J_{0s}\) by −20% and \(\tau_b\) by −8%. The estimate ignores the ionised donors and quantum corrections. Including them lowers the narrowing to about 3 meV, so these shifts are somewhat too large.

**Finite oxide charge.** Let \(u\) be the electrostatic potential relative to the bulk in units of \(kT/q\). Multiplying Poisson's equation by the potential gradient and integrating from the bulk, where the field vanishes, to the surface, where it is \(Q/\varepsilon\), gives

\[
\frac{Q^2}{2\varepsilon kT}=n(e^u-1)+p(e^{-u}-1)-Nu,\qquad n_s=ne^u .
\]

For \(Q/q=3\times10^{11}\) cm⁻², numerical root finding gives \(n_s=2.9\times10^{17}\) cm⁻³ at \(\Delta n=10^{16}\) cm⁻³. Since \(n+p\) is not negligible beside this, \(n_s\) rises with injection and \(S_p/n_s\) falls. With \(S_p=170\) cm/s, chosen to give 10 fA/cm² at low injection, the shifts are −13% in \(J_{0s}\) and −7% in \(\tau_b\). They depend steeply on the charge. For \(Q/q=1\times10^{11}\) cm⁻², with \(S_p=20\) cm/s for the same low-injection value, they become −56% and −21%, and a constant \(J_{0s}\) no longer describes the surface.

These four effects together shift \(J_{0s}\) by −26% and \(\tau_b\) by −17%. Yet the largest departure of the six points from their fitted line is 5.7 s⁻¹, while 1% scatter corresponds to 9–18 s⁻¹. In this example, a straight plot does not establish that the extracted parameters are accurate.

Two inputs also need care. If the true Auger coefficients are 10% above those subtracted, \(J_{0s}\) comes out 5.3% high and \(\tau_b\) 3.3% high. This is a uniform rescaling. The effective coefficients of real silicon vary with density, and an error that is largest at the low end of the window can shift both results the other way. Temperature enters through \(n_i^2\propto T^3\exp(-E_g/kT)\). With a fixed gap of 1.12 eV, this rises by 17% from 300 to 301 K, and at fixed measured slope the inferred \(J_{0s}\) scales with it.

## Variation 1: a surface with constant recombination velocity

Replace both surfaces by ones obeying \(U_s=S\Delta n\), with constant \(S=1\) cm/s, and keep the same bulk. What does the fit report?

The surface term is now

\[
\frac{2U_s}{W\Delta n}=\frac{2S}{W}=\frac{2}{0.02}=100\ {\rm s^{-1}}.
\]

It has no slope, so the inferred \(J_{0s}\) is zero, although the surfaces recombine carriers. The apparent bulk rate is \(500+100=600\) s⁻¹, and the apparent lifetime is 1.667 ms instead of 2 ms. The intercept therefore measures all recombination linear in \(\Delta n\), wherever it occurs. Wafers of different thickness but identical bulk and surfaces would separate the two parts, because only the surface part varies as \(1/W\).

## Variation 2: the Auger correction is forgotten

Fit \(1/\tau_{\rm eff}\) directly. How far do the results move?

Expanding the Auger rate in powers of \(\Delta n\),

\[
\frac1{\tau_A}=(C_n+C_p)\Delta n^2+(2C_n+C_p)N\Delta n+C_nN^2 .
\]

On the evenly spaced grid, write \(\Delta n=\bar x+z\), so that \(\Delta n^2=\bar x^2+2\bar xz+z^2\). Since \(\sum z_i^3=0\), the last term does not affect the fitted slope. The quadratic therefore contributes a slope \(2\bar x\), and the total slope error is

\[
2(C_n+C_p)\bar x+(2C_n+C_p)N
=3.20\times10^{-14}+0.135\times10^{-14}
=3.34\times10^{-14}\ {\rm cm^3/s}.
\]

This is more than half the true slope. The inferred \(J_{0s}\) rises from 9.94 to 15.3 fA/cm².

The fitted line also meets the axis too low. The mean of \(\Delta n^2\) is \(\bar x^2+\overline{z^2}\), so the quadratic contributes an intercept \(\bar x^2+\overline{z^2}-2\bar x^2=\overline{z^2}-\bar x^2\), which is negative here. The inferred bulk lifetime rises to 2.91 ms. The omission thus makes the surface look worse and the bulk look better than they are.
